# Why circular light spin-polarizes photoelectrons near a Cooper minimum: the Fano effect

Light of photon energy 4.749 eV falls on a model atom with one valence electron in an s state bound by 4.000 eV. The atoms are unpolarized and the light is circular. Counted over all emission directions, the photoelectron spin polarization along the light's angular momentum, the excess of up over down spins divided by their sum, is 99.999 %. At a photon energy 0.16 eV higher the polarization is $-50$ %, and at 9 eV it is about $-6$ %. Yet spin-orbit coupling, the one part of this model that acts on the spin, shifts the p1/2 and p3/2 continuum phases apart by a mere 0.009 rad at the energy of the peak. How can so weak a coupling align almost every spin?

The same mechanism, the Fano effect, operates in caesium, where the 6s electron is ionized near a Cooper minimum: an energy at which the dipole amplitude changes sign. The p1/2 and p3/2 amplitudes vanish at different energies. Polarization is not complete at either zero, however. It peaks between them, where the two amplitudes have opposite signs and a definite ratio.

## The model and its conventions

In atomic units the electron has the Hamiltonian

$$H=\frac{p^2}{2}-\frac{\operatorname{erf}(r/a)}{r}+B_l\,e^{-r^2/a^2}+\xi_0\,e^{-r^2/a^2}\,\mathbf l\cdot\mathbf s ,$$

with $a=2$ bohr. The repulsive strengths $B_s=19.661$ eV and $B_p=23.830$ eV stand for the core. They are fixed by the binding energy and by placing the Cooper minimum without spin-orbit coupling at $E_0=0.800$ eV above threshold. The coupling $\xi_0=0.3381$ eV is fixed by placing the p1/2 zero at $E_1=0.700$ eV. The digits matter: rounding the strengths to 19.7 and 23.8 eV moves the zeros down by about 0.03 eV, more than half the width of the window of high polarization found below. These are model choices, not caesium data. Below, $E$ is the photoelectron energy, so the photon energy is $E$ plus 4.000 eV.

The light carries angular momentum $+\hbar$ along $z$, and its dipole operator is the position operator, which does not act on spin. Let $u_s$ be the radial function of the initial state and $u_j$ the energy-normalized p wave for $j=1/2$ or $3/2$. Define

$$R_j=\int_0^\infty u_s\,r\,u_j\,dr ,$$

and write $R_1$, $R_3$ for $j=1/2$, $3/2$. Both $u_s$ and $u_j$ are taken positive near the origin, which fixes the signs. The corresponding core phases are $\delta_1$ and $\delta_3$; the Coulomb phase is common to both and drops out.

## From orbital rotation to spin

The light turns an s electron into a p electron with $m_l=1$ and leaves its spin alone. Any polarization must therefore come from what the continuum does to $|1\uparrow\rangle$ and $|1\downarrow\rangle$, where the first label is $m_l$.

Write $\Lambda=\mathbf l\cdot\mathbf s$. From $\Lambda=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ with $l=1$, its value is $+\tfrac12$ for p3/2 and $-1$ for p1/2. The projectors on the two levels are thus

$$\Pi_3=\tfrac23(\Lambda+1),\qquad \Pi_1=\tfrac13(1-2\Lambda),$$

since each gives 1 on its own level and 0 on the other. Use $\Lambda=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$ and $l_-|1\rangle=\sqrt2\,|0\rangle$:

$$\Lambda|1\uparrow\rangle=\tfrac12|1\uparrow\rangle,\qquad \Lambda|1\downarrow\rangle=-\tfrac12|1\downarrow\rangle+\tfrac1{\sqrt2}|0\uparrow\rangle .$$

The first state is pure p3/2. The second is a mixture:

$$\Pi_3|1\downarrow\rangle=\tfrac13|1\downarrow\rangle+\tfrac{\sqrt2}3|0\uparrow\rangle,\qquad
\Pi_1|1\downarrow\rangle=\tfrac23|1\downarrow\rangle-\tfrac{\sqrt2}3|0\uparrow\rangle .$$

Each component leaves the atom with its own factor $A_j=R_je^{i\delta_j}$. Apart from a common constant, the outgoing states are

$$\uparrow\;\to\;A_3|1\uparrow\rangle,\qquad
\downarrow\;\to\;\frac{A_3+2A_1}{3}|1\downarrow\rangle+\frac{\sqrt2\,(A_3-A_1)}{3}|0\uparrow\rangle .$$

An initially down electron can emerge down, or it can flip while its orbital projection falls from 1 to 0. If $A_1=A_3$, the flip disappears and both spins emerge equally often.

In an unpolarized atom the two initial spins contribute incoherently. Integration over emission angles leaves the squared norms. With $c=\cos(\delta_3-\delta_1)$,

$$N_\uparrow=R_3^2+\tfrac29(R_3^2+R_1^2-2cR_1R_3),\qquad
N_\downarrow=\tfrac19(R_3^2+4R_1^2+4cR_1R_3).$$

In the sum the interference terms cancel: $N_\uparrow+N_\downarrow=\tfrac13(4R_3^2+2R_1^2)$. In the difference they add: $N_\uparrow-N_\downarrow=\tfrac19(10R_3^2-2R_1^2-8cR_1R_3)$. Dividing gives

$$P=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow}=\frac{5R_3^2-R_1^2-4cR_1R_3}{3(2R_3^2+R_1^2)} .$$

Light of opposite helicity is the mirror image: it gives the same yield and the opposite $P$. For an incoherent mixture of helicities, $P$ is therefore multiplied by the light's degree of circular polarization.

## Where the polarization is complete

First neglect the phase difference, $c=1$. The down yield is then $(R_3+2R_1)^2/9$, which vanishes at

$$R_3=-2R_1 .$$

This is destructive interference between the p1/2 and p3/2 parts of $|1\downarrow\rangle$. It requires opposite signs, and hence an energy between the two zeros. At the zeros themselves, $R_1=0$ gives $P=5/6$ and $R_3=0$ gives $P=-1/3$. The calculation finds 83.33 % and $-33.33$ %.

One variable describes the whole curve. Let $D=R_3-R_1$ and $x=(2R_3+R_1)/D$. Then $R_3=(x+1)D/3$ and $R_1=(x-2)D/3$. The numerator of $P$ factors as $(5R_3+R_1)(R_3-R_1)=(2x+1)D^2$. The denominator is $\tfrac13[2(x+1)^2+(x-2)^2]D^2=(x^2+2)D^2$. Hence

$$P=\frac{1+2x}{2+x^2},\qquad 1-P=\frac{(x-1)^2}{2+x^2},\qquad P+\frac12=\frac{(x+2)^2}{2(2+x^2)} .$$

The last two forms show that $P$ lies between $-\tfrac12$ and 1, reached at $x=-2$ and $x=1$.

The asymmetry has a simple origin. Complete down polarization would need both up contributions to vanish: $R_3=0$ for the unflipped electrons and $R_3=R_1$ for the flipped ones. Then no electron would be emitted at all. The best compromise, $x=-2$, has $R_1=4R_3$ and leaves one quarter of the electrons up.

At the peak the up electrons come from two sources. Setting $R_3=-2R_1$ gives a total yield $\tfrac32R_3^2$, of which $R_3^2$, or two thirds, was up from the start. The remaining third has flipped. The light and the continuum thus do not merely select spins; they also turn some over.

## Why the two zeros separate

In the model the initial s state is the lowest of its symmetry, so $u_s$ has no node; the repulsive core takes the place of the inner nodes that the 6s orbital of caesium has. For $R_j$ to vanish, $u_j$ must change sign inside the region where $r\,u_s$ is large, so that its positive and negative lobes cancel. The question is how its nodes move.

Write the radial equation as $u''=f u$, where $f=2/r^2+2(V-E)$ and $V$ contains $\Lambda\xi(r)$, with $\xi(r)=\xi_0e^{-r^2/a^2}$. Let $q$ be a parameter, either $E$ or $\Lambda$, and let a subscript $q$ denote its derivative. Differentiating the equation gives $u_q''=fu_q+f_qu$, so

$$\frac{d}{dr}\left(u\,u_q'-u'u_q\right)=f_q\,u^2 .$$

Integrate from the origin, where the bracket vanishes, to a node $r_n$, where $u=0$. This gives $-u'(r_n)u_q(r_n)=\int_0^{r_n}f_qu^2dr$. The node moves so that $u$ stays zero, which means $dr_n/dq=-u_q/u'$, and therefore

$$\frac{dr_n}{dq}=\frac{1}{u'(r_n)^2}\int_0^{r_n}f_q\,u^2\,dr .$$

For energy, $f_E=-2$ and the nodes move inward. For spin-orbit coupling, $f_\Lambda=2\xi(r)>0$: the nodes move outward in p3/2 and inward in p1/2. In p1/2 the coupling thus moves each node in the same direction as a rise in energy does. This suggests that $R_1$ passes through zero first. The argument gives a direction, not a size: the equivalent rise in energy differs from node to node, about 0.02 eV for the first and less for the later ones, while the zero moves by 0.100 eV, and the lobes also change shape. Node motion alone therefore proves nothing about the order, but the calculation confirms it. It gives $E_1=0.700$ eV and $E_3=0.852$ eV. With the sign of $\xi_0$ reversed, the order reverses too: the zeros lie at 0.9045 eV for p1/2 and 0.7495 eV for p3/2.

Near the minimum, to first order in energy and coupling, $R_j=-b(E-E_0)+g\Lambda_j$, with constants $b$ and $g$. The zeros lie at $E_0+g\Lambda_j/b$, so p1/2 shifts by $-g/b$ and p3/2 by half as much in the other direction. The weighted mean $(2E_3+E_1)/3$ stays at $E_0$. With $E_1$ set 0.100 eV below $E_0$, this predicts $E_3=0.850$ eV, close to the computed 0.852 eV.

This answers the opening question. Ordinarily the spin-dependent term $g\Lambda_j$ is a small correction to a large common amplitude. Near a Cooper minimum the common amplitude $-b(E-E_0)$ becomes just as small, so the two can cancel. The amplitude for a down electron to stay down is $(R_3+2R_1)/3=-b(E-E_0)-g/2$. It vanishes slightly below $E_0$, where the common amplitude equals $g/2$. At $E_0$ itself the common amplitude is zero, $x=0$, and $P$ is only about one half. The coupling has not become strong; its competitor has shrunk to a matching size.

## Reading the curve

In the linear regime $R_j=-b(E-E_j)$, and insertion into the definition of $x$ gives

$$x=-\frac{3(E-\bar E)}{E_3-E_1},\qquad \bar E=\frac{2E_3+E_1}{3} .$$

The peak, $x=1$, lies at $(2E_1+E_3)/3=(1.400+0.852)/3\approx0.751$ eV. The full calculation gives 0.749 eV. There $R_1=-0.0136$ and $R_3=0.0273$ in bohr per square root of a hartree, a ratio of $-2.00$. The minimum, $x=-2$, is predicted at $(4E_3-E_1)/3=0.902$ eV and found at 0.905 eV, with $P=-50.0$ %.

The useful window also follows. The condition $P>0.9$ reads $0.9x^2-2x+0.8<0$, which holds for $0.52<x<1.70$. The width in $x$ is 1.18, so the width in energy is $1.18\times0.152/3\approx0.060$ eV. The computed window runs from 0.715 to 0.773 eV, a width of 0.058 eV.

Halving the coupling separates its role in the width from its role in the height. The distance between the zeros falls from 0.152 to 0.076 eV, while the peak remains above 99.99 %. Weak coupling makes the window narrow, not the polarization low. In the limit $\xi_0\to0$ the window closes, and the yield at the peak, proportional to $D^2$ and hence to $\xi_0^2$, goes to zero with it.

Far from the minimum $|x|$ is large and $P\approx2/x$, which is proportional to the coupling. At $E=5.0$ eV the calculation gives $-5.7$ %, and $-2.9$ % with half the coupling. The linear formula for $x$ should not be carried that far: it would give $x\approx-83$ and $P\approx-2.4$ %. The proportionality to the coupling survives there, but the straight-line energy dependence does not.

## The price in yield

For one s electron, the angular part of the dipole operator contributes a factor 1/3 and the average over initial spins a factor 1/2. Multiplying the total yield $\tfrac13(4R_3^2+2R_1^2)$ by these factors gives $(2R_3^2+R_1^2)/9$, and the cross section is

$$\sigma=\frac{4\pi^2\alpha\,\omega}{9}\left(R_1^2+2R_3^2\right),$$

where $\alpha$ is the fine-structure constant and $\omega$ the photon energy, in atomic units. At the peak, $R_1^2+2R_3^2\approx1.67\times10^{-3}$, and $\sigma=2.6\times10^{-4}$ Mb. At 5.0 eV it is $3.6\times10^{-2}$ Mb, about 140 times larger. In this model, nearly perfect polarization comes at the price of cancelling almost all of the ordinary photoemission.

## Why "nearly" complete, and when it fails

A phase difference prevents the two parts of the down amplitude from cancelling perfectly. To find the limit for any $c$, set $P=\lambda$ and collect terms:

$$(5-6\lambda)R_3^2-4cR_1R_3-(1+3\lambda)R_1^2=0 .$$

A real ratio of the amplitudes requires a non-negative discriminant, $16c^2+4(5-6\lambda)(1+3\lambda)\ge0$. This is $18\lambda^2-9\lambda-(5+4c^2)\le0$, so the extreme values are

$$P_{\pm}=\frac{3\pm\sqrt{49+32c^2}}{12} .$$

For a small phase difference $\Delta$, $c^2=1-\sin^2\Delta$ and the root is approximately $9-\tfrac{16}{9}\sin^2\Delta$. The loss is thus $1-P_+\approx\tfrac{4}{27}\sin^2\Delta$. With $\Delta=0.00945$ rad it is $1.3\times10^{-5}$, which accounts for the computed peak of 99.9987 %. Such digits describe the model; a real measurement also contains imperfect light, background and detector errors.

The opposite case is instructive. If the two amplitudes were a quarter cycle out of phase, $c=0$, the limits would be $5/6$ and $-1/3$, the values found when one amplitude is absent. Different zeros are therefore not sufficient for complete polarization: the amplitudes must also be nearly in phase or in antiphase, so that they can cancel.

An independent calculation tests the chain without separating the continuum into $j$ channels. It drives the coupled spin components with the dipole source, imposes outgoing waves and counts the spin fluxes directly. At five energies its polarization agrees with the formula within 0.003. At the peak it gives 66.6 % unflipped up, 33.4 % flipped to up and 0.0007 % down.

For caesium itself, three conditions deserve attention. First, the light also polarizes the core, which changes the effective dipole operator. As long as that correction does not act on spin and keeps the operator a vector, the angular argument stands with altered $R_j$, and the zeros move. Second, the argument assumes that the photon does not excite the core. In caesium such excitation takes more than 10 eV, well above the Cooper minimum. At those higher energies autoionizing resonances and excited states of the ion add further channels, which this model omits. Third, the initial electron spin must be unpolarized, and $P$ here is summed over angles. A detector that accepts one direction generally finds a different value; only where the down amplitude vanishes is the polarization complete in every direction. The coupling of the model is also weak by caesium's standard. The p1/2 and p3/2 quantum defects of caesium differ by about 0.033, a phase difference near 0.10 rad at threshold, for which the formula above limits $P$ to about 99.85 %. The 0.06 eV window and the factor of 140 in yield follow from the chosen coupling and do not carry over to caesium. Quantitative energies for caesium require a calculation with a realistic core, including its polarization by the light. The sign change, the separated zeros and the interference between them explain why the polarization can be nearly complete. The values behind the model curve are in the numerical output below.

## Values computed for the example and the checks

```
Binding energy: 4.000 eV
Core radius: 2.0 bohr
Scalar Cooper zero above threshold: 0.800 eV
s core strength: 19.661 eV
p core strength: 23.830 eV
Spin-orbit core strength xi0: 0.3381 eV
Phase d1-d3 at scalar zero: 0.00948 rad
Zero of R1 above threshold: 0.7000 eV
Zero of R3 above threshold: 0.8517 eV
Separation of zeros: 0.1517 eV
Weighted zero (2E3+E1)/3: 0.8011 eV
Peak P energy above threshold: 0.7492 eV
Peak photon energy: 4.7492 eV
Linear estimate of peak: 0.7506 eV
R1 at peak: -0.01362 bohr/sqrt(hartree)
R3 at peak: 0.02725 bohr/sqrt(hartree)
R3/R1 at peak: -2.0000 (no unit)
x at peak: 1.0000 (no unit)
Phase d1-d3 at peak: 0.00945 rad
Peak P, channel formula: 99.9987 %
Peak P, driven-wave flux: 99.9986 %
Peak yield, up without flip: 66.64 %
Peak yield, flipped to up: 33.36 %
Peak yield, down: 0.0007 %
P at R1 zero: 83.33 %
P at R3 zero: -33.33 %
Minimum P energy: 0.9050 eV
Linear estimate of minimum: 0.9022 eV
Minimum P: -50.00 %
P > 90 % from: 0.7147 eV
P > 90 % up to: 0.7731 eV
P at 5.0 eV: -5.73 %
Half coupling, P at 5.0 eV: -2.89 %
Cross section at peak P: 0.000261 Mb
Cross section at 5.0 eV: 0.035769 Mb
Half coupling, separation of zeros: 0.0762 eV
Half coupling, peak P: 99.9997 %
Reversed coupling, R1 zero: 0.9045 eV
Reversed coupling, R3 zero: 0.7495 eV
```
